\section*{Comment: Temperature-Independent Growth per Cycle Does Not Prove Saturation}

\section{The argument under comment}

The argument runs as follows. An oxide film is grown by alternating pulses of a metal precursor and water. With all pulse times held fixed, the growth per cycle varies by no more than 4\% over a temperature interval of more than 100 K. Surface reactions are thermally activated, so an incomplete reaction would speed up on heating and the growth would rise. It does not rise; therefore the reactions run to completion, and the interval is a deposition window with self-limiting growth.

The weak step is the inference that a faster reaction must make the growth rise. Growth depends on how many sites are offered as well as on the fraction converted. If the first falls while the second rises, their product can be stationary. The question is whether this cancellation requires a special coincidence, and whether it can last for 100 K. Both parts can be settled with a simple model.

\section{Growth from the cycle map}

Let $N(T)$ be the areal density of reactive hydroxyl sites that the surface can present to the precursor at temperature $T$. During the precursor pulse, let an open site react at a constant rate $k$. The open fraction $\theta$ obeys $d\theta/dt=-k\theta$ with $\theta(0)=1$, so after a pulse of length $t$ the converted fraction is
\begin{equation}
X=1-e^{-\kappa},\qquad \kappa=kt .
\label{X}
\end{equation}
Let the water step refill a fraction $Y$ of the sites that are then not open. If $u$ is the density of open sites before a precursor pulse, $(1-X)u$ remain open after it, $N-(1-X)u$ are empty, and the next cycle starts with
\begin{equation}
u'=(1-X)u+Y\left[N-(1-X)u\right]=(1-X)(1-Y)u+YN .
\end{equation}
A deviation from the steady value is multiplied by $(1-X)(1-Y)$ in each cycle and dies out. Setting $u'=u$ gives $u=YN/(X+Y-XY)$. Each cycle converts $Xu$ sites, and if one converted site per unit area adds a thickness $h$, the steady growth per cycle is
\begin{equation}
G=hXu=\frac{hNXY}{X+Y-XY}=\frac{hN}{1/X+1/Y-1}.
\label{map}
\end{equation}
For a complete water step, $Y=1$, this becomes
\begin{equation}
G=hN(T)X(T).
\label{G}
\end{equation}
I take $Y=1$ and constant $h$ until stated otherwise. Saturation of the precursor step means $X\to1$. A measurement of $G$ at one dose does not separate $X$ from $N$.

\section{The two temperature dependences}

At fixed precursor pressure and pulse time, take $k\propto e^{-E_a/k_BT}$ with an apparent activation energy $E_a$. With $\varepsilon=E_a/k_B$,
\begin{equation}
\frac{d\ln\kappa}{dT}=\frac{\varepsilon}{T^2}.
\end{equation}
Differentiating (\ref{X}) gives $dX/dT=e^{-\kappa}\kappa\,\varepsilon/T^2$. Division by $X$ yields
\begin{equation}
\frac{d\ln X}{dT}=\varphi(\kappa)\frac{\varepsilon}{T^2},
\qquad \varphi(\kappa)=\frac{\kappa}{e^\kappa-1}.
\label{slopeX}
\end{equation}
The factor $\varphi$ is the sensitivity of conversion to rate. It tends to 1 for a very small dose and to 0 at saturation.

For the sites, suppose that water restores a density $N_m$ and that hydroxyls are then lost during a purge of length $t_p$. A site with loss energy $E$ survives with probability $\exp(-\nu t_pe^{-E/k_BT})$, where $\nu$ is the attempt rate. Let the energies be spread uniformly from $E_1$ to $E_2$. Substituting $x=\nu t_pe^{-E/k_BT}$, so that $dE=-k_BT\,dx/x$, gives
\begin{equation}
N=\frac{N_m}{E_2-E_1}\int_{E_1}^{E_2}e^{-x(E)}\,dE
=\frac{N_mk_BT}{E_2-E_1}\int_{x_2}^{x_1}\frac{e^{-x}}{x}\,dx,
\end{equation}
with $x_i=x(E_i)$. If the weakest sites are certainly lost and the strongest certainly kept, then $x_1\gg1$ and $x_2\ll1$. The upper limit may be replaced by infinity, and integration by parts gives
\begin{equation}
\int_{x_2}^{\infty}\frac{e^{-x}}{x}dx
=-e^{-x_2}\ln x_2+\int_{x_2}^{\infty}e^{-x}\ln x\,dx
\simeq-\ln x_2-\gamma ,
\end{equation}
because $\int_0^\infty e^{-x}\ln x\,dx=-\gamma$, with $\gamma$ Euler's constant. Since $-\ln x_2=E_2/k_BT-\ln(\nu t_p)$,
\begin{equation}
N=N_m\frac{E_2-k_BT\Lambda}{E_2-E_1}\propto T_z-T,
\qquad \Lambda=\ln(\nu t_p)+\gamma,\quad T_z=\frac{E_2}{k_B\Lambda}.
\label{N}
\end{equation}
The site density falls linearly. The temperature $T_z$ is an extrapolated zero: near it $x_2$ is no longer small and the linear law fails.

\section{Is the cancellation a coincidence?}

From (\ref{G}), (\ref{slopeX}) and (\ref{N}), the logarithmic slope of the growth is
\begin{equation}
\frac{d\ln G}{dT}=\varphi\frac{\varepsilon}{T^2}-\frac{1}{T_z-T}
=\frac{F(T)-1}{T_z-T},\qquad
F=\varphi(\kappa)\,\frac{\varepsilon(T_z-T)}{T^2}.
\label{slope}
\end{equation}
The function $\varphi$ decreases with $\kappa$. Its derivative has the sign of $e^\kappa-1-\kappa e^\kappa$, which vanishes at $\kappa=0$ and has the negative derivative $-\kappa e^\kappa$. Since $\kappa$ grows with $T$, $\varphi$ falls on heating, and so does $(T_z-T)/T^2$. Hence $F$ decreases strictly, from infinity as $T\to0$ to zero at $T_z$, and crosses 1 once. Within the linear site law there is one stationary point for any positive $E_a$ and any dose, and it is a maximum.

No fine tuning is needed for a maximum to exist. It must still fall inside the range where the law holds and where the experiment is done; otherwise the growth there merely rises or falls. At the maximum
\begin{equation}
\varphi(\kappa)=\frac{T^2}{\varepsilon(T_z-T)} ,
\label{peak}
\end{equation}
which is positive, so $\kappa$ is finite and $X<1$. The stationary point of this model is therefore never fully saturated, although with a high activation energy it can come close. As $\varphi<1$ for a positive dose, a maximum at a given $T$ also requires
\begin{equation}
E_a>\frac{k_BT^2}{T_z-T}.
\label{emin}
\end{equation}
A weaker activation cannot offset the loss of sites at that temperature.

\section{How wide is the false window?}

Differentiate (\ref{slope}) once more. From the definition of $\varphi$,
\begin{equation}
\kappa\frac{d\varphi}{d\kappa}
=\varphi\left(1-\frac{\kappa e^\kappa}{e^\kappa-1}\right)
=\varphi(1-\kappa-\varphi),
\end{equation}
where the last step uses $\kappa e^\kappa/(e^\kappa-1)=\kappa+\varphi$. Therefore
\begin{equation}
\frac{d^2\ln G}{dT^2}=\varphi(1-\kappa-\varphi)\frac{\varepsilon^2}{T^4}
-\frac{2\varphi\varepsilon}{T^3}-\frac{1}{(T_z-T)^2}.
\end{equation}
At the maximum write $g=1/(T_z-T)=\varphi\varepsilon/T^2$. The last term is $g^2=g\varphi\varepsilon/T^2$, and the curvature $C=-d^2\ln G/dT^2$ becomes
\begin{equation}
C=g\left[\frac{\varepsilon}{T^2}(\kappa+2\varphi-1)+\frac{2}{T}\right].
\label{C}
\end{equation}
Because $\kappa+\varphi=\kappa/(1-e^{-\kappa})>1$, $C$ is positive: the curve has a rounded top, not a plateau. Near it $\ln G\simeq\ln G_{\max}-C(\Delta T)^2/2$. A small fractional drop $\eta$ is reached at $\Delta T=\pm\sqrt{2\eta/C}$, so the full width is
\begin{equation}
W\simeq2\sqrt{2\eta/C}.
\label{W}
\end{equation}
The square root is what makes the imitation effective: a tolerance of a few percent admits a wide interval.

\section{A worked case}

Take $E_a=0.10$ eV, hence $\varepsilon=1160.5$ K, and a dose with $\kappa=1$ at 500 K. The site parameters are $N_m=9$ nm$^{-2}$, $E_1=0.9$ eV, $E_2=2.4$ eV, $\nu=10^{13}$ s$^{-1}$ and $t_p=5$ s. They give $\Lambda=32.12$ and $T_z=867.1$ K. Between 360 and 700 K, quadrature over the site energies confirms the linear law to one part in $10^4$.

Film thickness follows from 0.6 aluminium atoms per converted site and 35.44 aluminium atoms per nm$^3$ of film, so $h=0.6/35.44=0.01693$ nm$^3$. Condition (\ref{peak}) is met at $T=499.1$ K (226 $^\circ$C), where $\kappa=0.996$, $\varphi=0.583$, $X=0.631$ and $N=6.11$ nm$^{-2}$. The growth per cycle is
\begin{equation}
G=0.01693\times6.11\times0.631\ \mathrm{nm}=0.065\ \mathrm{nm},
\end{equation}
whereas saturation at the same temperature would give 0.103 nm. For the width, $\varepsilon/T^2=4.66\times10^{-3}$ K$^{-1}$ and $g=2.72\times10^{-3}$ K$^{-1}$, so
\begin{equation}
C=2.72\times10^{-3}\left[4.66\times10^{-3}\times1.163+4.01\times10^{-3}\right]
=2.56\times10^{-5}\ \mathrm{K^{-2}} .
\end{equation}
With $\eta=0.04$, (\ref{W}) gives 112 K. The full curve stays within 4\% of its maximum from 445 to 557 K, also a width of 112 K. This is the flatness the argument relies on, and 37\% of the sites are unreacted at its centre.

The two factors are far from flat. From 440 to 560 K the conversion rises from 0.517 to 0.723, a factor of 1.40, while the site density falls from 7.09 to 5.10 nm$^{-2}$, a factor of 0.72. Their product changes by less than 1\% between these end points.

\subsection*{Which unsaturated processes look flattest?}

Hold the peak temperature and the site law fixed, and vary $E_a$, adjusting the dose to satisfy (\ref{peak}). Then $g$ is fixed and $\varepsilon\varphi$ is constant. Using $\varphi\varepsilon/T^2=g$ in (\ref{C}),
\begin{equation}
C=g\left[\frac{\varepsilon(\kappa-1)}{T^2}+2g+\frac2T\right].
\end{equation}
Constancy of $\varepsilon\varphi$ means $d\ln\varepsilon=-d\ln\varphi=(\kappa+\varphi-1)\,d\kappa/\kappa$, and hence
\begin{equation}
\frac{d[\varepsilon(\kappa-1)]}{d\varepsilon}
=\kappa-1+\frac{\kappa}{\kappa+\varphi-1}\ge\kappa>0 ,
\end{equation}
since $\varphi\le1$ makes the fraction at least 1. The curvature thus increases with $E_a$, and so does the conversion, because $\varphi$ must fall. In this comparison the broader top belongs to the less complete reaction.

The numbers follow this order. For $E_a=0.2$ eV the peak conversion is 0.88 and the 4\% width is 79 K; for 0.3 eV they are 0.93 and 61 K. In the opposite limit $E_a$ approaches the bound (\ref{emin}), here 0.058 eV. Then $\kappa\to0$, $\varphi\to1$ and $C\to g(g+2/T)=1.83\times10^{-5}$ K$^{-2}$, for which (\ref{W}) gives about 132 K. The widest top is approached as the conversion goes to zero.

\section{The measurement that decides}

Stay at one temperature and double the precursor dose. With first-order uptake and $Y=1$, $N$ cancels from the ratio:
\begin{equation}
\frac{G(2\kappa)}{G(\kappa)}=\frac{1-e^{-2\kappa}}{1-e^{-\kappa}}
=1+e^{-\kappa}=1+(1-X).
\label{double}
\end{equation}
The fractional rise equals the fraction of sites left unreacted by the original dose. In the example $G$ goes from 0.0652 to 0.0893 nm, a rise of 37\%. Further doublings give 0.1015 and 0.1034 nm, and the approach to a limit becomes visible.

Repeating the temperature scan at a larger dose is informative for another reason. At fixed $T$, a larger $\kappa$ lowers $F$ in (\ref{slope}), so the maximum moves to lower temperature. It lies at 499 K for the original dose, 450 K for twice that dose and 394 K for four times. From (\ref{X}), the conversions at the two new maxima are about 0.79 and 0.88. Finding a flat region again after doubling the dose is therefore no proof of saturation either; the growth must be compared at the same temperature.

Two conditions limit the use of (\ref{double}). First, the sites must react at one common rate. Suppose that a fraction $a$ reacts quickly and the rest has a very small exposure $\kappa_s$. Once the fast sites are full, doubling the dose changes the converted fraction from about $a+(1-a)\kappa_s$ to $a+2(1-a)\kappa_s$. If $(1-a)\kappa_s\ll a$, the fractional rise is small although nearly $1-a$ of the sites are unreacted. A small response then shows that growth is insensitive to dose in the range tested, not that every site has reacted, and a wider range of doses is needed.

Second, the water step must be tested too. Equation (\ref{map}) is symmetric in $X$ and $Y$. When $X\to1$ it becomes $G=hNY$, which does not respond to the precursor however incomplete the water step may be. With $\kappa=6$ and $Y=0.5$, doubling the precursor dose raises growth by 0.12\%. Doubling the water dose, with first-order refilling, takes $Y$ to $1-(1-0.5)^2=0.75$ and raises growth by 50\%. A precursor test alone would have passed this process.

\section{The converse also fails}

Would a truly saturated process have shown the flat curve? In this model, no. For $X=Y=1$, $G=hN$, and between the edges of the apparent window
\begin{equation}
\frac{G(557.2\ \mathrm{K})}{G(444.8\ \mathrm{K})}
=\frac{867.1-557.2}{867.1-444.8}=0.734 .
\end{equation}
The saturated growth falls by 27\%, as does the growth computed with ten times the original precursor dose. Someone who increased the dose and saw the plateau turn into a slope might conclude that the process had left its window. With the tenfold dose it would in fact have reached saturation. A slope alone does not prove this, however: after a single doubling the growth already falls by 13\% across the same interval, with 14\% of the sites still unreacted at 499 K.

It is useful to state what the original argument would need. For a general site law, constant $h$ and a complete water step ($Y=1$), zero slope means $\varphi\varepsilon/T^2=-d\ln N/dT$. If $N$ is independently known to be constant and $E_a$ is positive, zero slope requires $\varphi=0$, which is saturation. With a measured slope no larger than $s$ in magnitude, the same premises give $\varphi\le sT^2/\varepsilon$, a useful bound only if $E_a$ is not too small. If $E_a=0$ and $N$ is constant, growth is flat at any dose. The argument thus needs independent knowledge of how the site density varies with temperature, as well as an appreciable activation, and a flat growth curve supplies neither.

\section{Relation to a real process}

The example is modelled on aluminium oxide from trimethylaluminium and water, with rough parameters. Its saturated growth, 0.10 nm per cycle, is of the size usual for that process, and loss of hydroxyls on heating is an established feature of the oxide surface. The activation energy of 0.10 eV is assumed, not measured for this precursor, and the result rests on it: below 0.058 eV no dose places a maximum at 499 K, and with $E_a=0$ an underdosed process falls by the same 27\% as a saturated one. The dose is deliberately small. For a partial pressure of 0.02 Torr, a pulse of 0.1 s and a capture area of 0.16 nm$^2$ per site, $\kappa\simeq1$ implies about $1.7\times10^{-3}$ sites converted per impact on the fresh surface; with 0.6 aluminium atoms per site, the probability that an arriving molecule is taken up is near $1\times10^{-3}$. This is a value inferred from the chosen dose, not a measured one. A well-dosed process would not have the 63\% conversion found here. The example shows that a flat curve cannot exclude underdosing; it does not show that any reported window is false.

The assumption most likely to matter is the constant number of aluminium atoms per site, since the way the precursor binds can change as hydroxyls thin out. A small extra logarithmic slope $b$ moves the maximum by about $b/C$, because the old slope near the peak is $-C\,\Delta T$. If the aluminium count per site rises by 10\% per 100 K, $b/C=10^{-3}/(2.56\times10^{-5})\simeq39$ K; the full curve moves by 40 K, to 539 K. If instead $E_a$ describes the reaction probability per impact, the gas flux at fixed pressure adds a factor $T^{-1/2}$ to $\kappa$, and the peak moves down to 473 K. In both cases the 4\% width is 116 K. These two changes move the false window but hardly alter its breadth. The form of the change matters, however. If part of the uptake does not depend on the sites, for illustration $1.68+0.37N$ aluminium atoms per nm$^2$ at saturation (0.61 to 0.70 per site across the original interval), the peak moves to 567 K and the 4\% width grows to 151 K. A rising count also softens the fall of the saturated growth from 445 to 557 K: 18\% for the 10\% per 100 K rise and 16\% for this form, instead of 27\%. The breadth also depends on the site law: if the site-loss energies follow a Gaussian with the same mean and standard deviation (1.65 and 0.43 eV) instead of a uniform spread, the 4\% width of the original example falls to 93 K.

Other corrections are smaller or conditional. With $Y=0.9$ the growth at the original peak falls by 6.5\% (6.7\% if sites that stay open also lose hydroxyls in an equal purge after the precursor pulse), and the rise on doubling the precursor dose becomes 34\% instead of 37\%. Lengthening the time at temperature by 0.1 s costs 0.08\% of the sites. If each reacted site removes one methyl group, 3.1 groups per nm$^2$ remain after the pulse, or 4.9 at saturation, against 7.2 for close-packed discs of radius 0.20 nm. Close packing is only an upper bound: independent discs of this size placed irreversibly at random jam near 4.35 per nm$^2$, below the saturated 4.9, and at 445 K the saturated count would be 5.6. Crowding may therefore slow the last part of the uptake or stop it before every site has reacted. That would spoil the simple form of (\ref{double}) and cap the saturated growth, most of all at the cold end of the interval. Finally, first-order ligand decomposition with the same $\nu$ and $t_p$ stays below 1\% at 557 K only if its barrier exceeds 1.74 eV. Faster decomposition could add growth that does not limit itself.

\section{Requested revision}

The temperature scan supports this statement: at the doses used, the growth per cycle varies by no more than 4\% over the interval. The word ``saturated'' should be withheld until growth has been measured against precursor dose and water dose separately, at both ends of the interval and near its centre. If growth levels off in both tests, self-limitation is supported there, whether or not the limiting value depends on temperature. The main values used in this comment are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
INPUTS
activation energy 0.10 eV; kappa at 500 K 1.00
site-loss energies 0.9 to 2.4 eV; nu 1e+13 1/s
purge 5.0 s; pulse 0.1 s; N_m 9.0 sites/nm^2
Al per site 0.60; film density 3.0 g/cm^3
Al density 35.44 1/nm^3; h 0.01693 nm^3 per site
ln(nu t_p)+gamma 32.120; T_z 867.1 K
eps = Ea/kB 1160.5 K
PEAK
peak temperature 499.1 K = 226.0 C
kappa 0.9959; phi 0.5834; conversion X 0.6306
site density 6.111 sites/nm^2
GPC 0.0652 nm; saturated GPC 0.1035 nm
1/(Tz-T) 2.718e-03 1/K; curvature C 2.561e-05 1/K^2
4 percent band 444.8 to 557.2 K, width 112.4 K
width from curvature formula 111.8 K
least Ea for a maximum at this temperature 0.0583 eV
TABLE: T (K), N (sites/nm^2), X, GPC (nm), saturated GPC (nm)
420 7.425 0.4741 0.0596 0.1257
440 7.093 0.5175 0.0621 0.1201
460 6.761 0.5584 0.0639 0.1145
480 6.428 0.5966 0.0649 0.1088
500 6.096 0.6321 0.0652 0.1032
520 5.764 0.6649 0.0649 0.0976
540 5.432 0.6950 0.0639 0.0920
560 5.100 0.7226 0.0624 0.0863
580 4.768 0.7477 0.0604 0.0807
DOSE TEST at the peak temperature: dose factor, GPC (nm), X
1 0.0652 0.6306
2 0.0893 0.8635
4 0.1015 0.9814
8 0.1034 0.9997
rise on doubling 36.94 %; 1-X 36.94 %
peak at dose 1, 2, 4: 499.1, 450.1, 394.4 K
fall across band: saturated 26.6 %, tenfold dose 26.6 %
HIGHER BARRIERS, peak held at the same temperature
Ea 0.2 eV: X 0.8784, width 78.5 K
Ea 0.3 eV: X 0.9328, width 61.3 K
NEGLECTED EFFECTS
gas flux as T^-1/2: peak 473.3 K, width 116.2 K
Al per site +10 % per 100 K: peak 539.1 K, width 116.2 K
water refill Y=0.9: GPC -6.55%, rise on doubling 33.71%
water-starved (kappa=6, Y=0.5): precursor x2 0.12%, water x2 (Y=0.75) 49.91%
extra site loss, 0.1 s longer at heat: 0.084 %
methyl 3.08 1/nm^2 (saturated 4.89); disc limit, radius 0.20 nm: 7.22
ligand loss below 1 % at 557 K needs barrier > 1.74 eV
at 0.02 Torr, 0.16 nm^2 per site: flux 3.70e+04 1/(nm^2 s), sticking 1.7e-03
\end{verbatim}
